# Satellite wavevectors of a six-valley donor density in silicon: test program

```python
"""
Result under test: with one plane wave per valley, the density of the six-valley
A1 donor state of silicon has 18 satellite wavevectors Q = k_l - k_j:
six with |Q| = 2 k0 (one ordered valley pair each) and twelve with
|Q| = sqrt(2) k0 (two ordered pairs each).
Symbols: k0 valley distance from the zone centre; F_j envelope of valley j,
exp(-sqrt(rho^2/a^2 + s^2/b^2)) with s along the valley axis, rho across it;
n(q) Fourier transform of the density; S overlap of perpendicular envelopes;
u_j periodic part of the Bloch function; G reciprocal-lattice vector.
"""
from collections import Counter
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar

bohr = const.value("Bohr radius") * 1e10
hartree = const.value("Hartree energy in eV")
rydberg = hartree / 2
boltzmann = const.value("Boltzmann constant in eV/K")

# Rough typical inputs for a shallow donor in silicon
lattice = 5.43            # angstrom
valley_fraction = 0.85    # k0 in units of 2 pi / lattice
mass_t, mass_l, permittivity = 0.19, 0.92, 11.7
binding_rough = 0.045     # eV, phosphorus-like ground state
splitting_rough = 0.012   # eV, A1 to the other five 1s valley states
k0 = valley_fraction * 2 * np.pi / lattice

valleys = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                    [0, -1, 0], [0, 0, 1], [0, 0, -1]])

# ---- Counting of ordered pairs, against the shells of an fcc lattice ----
pair_count = Counter(tuple(int(v) for v in valleys[l] - valleys[j])
                     for j in range(6) for l in range(6))
fcc_points = {v for v in product(range(-2, 3), repeat=3)
              if sum(v) % 2 == 0 and sum(t * t for t in v) <= 4}
assert set(pair_count) == fcc_points
shell_long = [v for v in pair_count if sum(t * t for t in v) == 4]
shell_short = [v for v in pair_count if sum(t * t for t in v) == 2]
assert len(shell_long) == 6 and all(pair_count[v] == 1 for v in shell_long)
assert len(shell_short) == 12 and all(pair_count[v] == 2 for v in shell_short)


# ---- Peaks found by Fourier analysis of the density itself ----
def density_peaks(coefficients, size=16, step=3):
    """Nonzero Fourier weights of |sum c_j exp(i k_j r)|^2, keys in units of k0."""
    axis = 2 * np.pi * np.arange(size) / size
    grid = np.meshgrid(axis, axis, axis, indexing="ij")
    psi = sum(c * np.exp(1j * step * sum(v[i] * grid[i] for i in range(3)))
              for c, v in zip(coefficients, valleys))
    weights = np.fft.fftn(abs(psi) ** 2).real / size ** 3
    freq = np.rint(np.fft.fftfreq(size) * size).astype(int)
    return {tuple(float(freq[i]) / step for i in idx): float(weights[tuple(idx)])
            for idx in np.argwhere(abs(weights) > 1e-10)}


a1_state = np.ones(6) / np.sqrt(6)
peaks = density_peaks(a1_state)
assert len(peaks) == 19 and abs(peaks[(0, 0, 0)] - 1) < 1e-12
assert all(abs(peaks[v] - 1 / 6) < 1e-12 for v in shell_long)
assert all(abs(peaks[v] - 1 / 3) < 1e-12 for v in shell_short)

# Closed cosine form at random points, against the six-term complex sum
points = np.random.default_rng(1).uniform(-20, 20, (200, 3))
six_term = abs(np.exp(1j * k0 * points @ valleys.T).sum(axis=1)) ** 2 / 6
cx, cy, cz = np.cos(k0 * points).T
cosine_form = (1 + np.cos(2 * k0 * points).sum(axis=1) / 3
               + 4 / 3 * (cx * cy + cy * cz + cz * cx))
assert np.allclose(six_term, cosine_form, atol=1e-11)

# Control: even x-pair with odd y-pair, where the two contributions cancel
mixed_peaks = density_peaks(np.array([1, 1, 1, -1, 0, 0]) / 2)
mixed_short = sum(v in mixed_peaks for v in shell_short)
assert mixed_short == 0 and len(mixed_peaks) == 5

# The five states orthogonal to A1 carry minus its satellite weight in total
excited = [np.array(s, float) for s in
           ([1, -1, 0, 0, 0, 0], [0, 0, 1, -1, 0, 0], [0, 0, 0, 0, 1, -1],
            [1, 1, -1, -1, 0, 0], [1, 1, 1, 1, -2, -2])]
excited_peaks = [density_peaks(s / np.linalg.norm(s)) for s in excited]
for v in shell_long + shell_short:
    assert abs(sum(p.get(v, 0.0) for p in excited_peaks) + peaks[v]) < 1e-12


def thermal_factor(temperature):
    """Satellite height relative to pure A1, equal envelopes in all 1s states."""
    p = 1 / (1 + 5 * np.exp(-splitting_rough / (boltzmann * temperature)))
    return p - (1 - p) / 5


# ---- Variational envelope, in atomic units ----
def envelope_energy(log_radii):
    a, b = np.exp(log_radii)
    if b >= a:
        return 1e3
    kinetic = 1 / (3 * mass_t * a ** 2) + 1 / (6 * mass_l * b ** 2)
    inverse_r = np.arcsin(np.sqrt(1 - b * b / a / a)) / np.sqrt(a * a - b * b)
    return kinetic - inverse_r / permittivity


fit = minimize(envelope_energy, np.log([45.0, 27.0]), method="Nelder-Mead",
               options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
assert fit.success
radius_a, radius_b = np.exp(fit.x) * bohr
energy_envelope = fit.fun * hartree

# Directions for integrals whose radial part is done analytically
mu, mu_weight = np.polynomial.legendre.leggauss(400)
phi = 2 * np.pi * np.arange(800) / 800
sine = np.sqrt(1 - mu ** 2)
directions = np.stack([np.outer(sine, np.cos(phi)).ravel(),
                       np.outer(sine, np.sin(phi)).ravel(),
                       np.repeat(mu, phi.size)])
solid_angle = np.repeat(mu_weight, phi.size) * 2 * np.pi / phi.size
decay = [np.sqrt(1 / radius_a ** 2 + (1 / radius_b ** 2 - 1 / radius_a ** 2)
                 * directions[i] ** 2) for i in range(3)]
norm2 = 1 / (np.pi * radius_a ** 2 * radius_b)

# Energy of the z-valley envelope from gradients and the Coulomb integral
g = decay[2]
kinetic_direct = 0.0
for i, (radius, mass) in enumerate([(radius_a, mass_t), (radius_a, mass_t),
                                    (radius_b, mass_l)]):
    grad2 = norm2 * np.sum(solid_angle * directions[i] ** 2
                           / (4 * radius ** 4 * g ** 5))
    kinetic_direct += grad2 * bohr ** 2 / (2 * mass)
coulomb_direct = norm2 * np.sum(solid_angle / (4 * g ** 2)) * bohr / permittivity
energy_direct = (kinetic_direct - coulomb_direct) * hartree
assert abs(energy_direct - energy_envelope) < 1e-8


def pair_transform(i, m, p):
    """Fourier transform at p of the product of envelopes with axes i and m."""
    s = decay[i] + decay[m] + 1j * (np.asarray(p) @ directions)
    return norm2 * np.sum(solid_angle * (2 / (s * s * s)).real)


def density_from_pairs(q):
    return sum(pair_transform(j // 2, l // 2,
                              q - k0 * (valleys[l] - valleys[j]))
               for j in range(6) for l in range(6)) / 6


overlap_s = pair_transform(0, 1, np.zeros(3))


def density_direct(q_list, step=0.9, length=180.0):
    """n(q) by summing |psi|^2 on a real-space grid; psi is even in x, y, z."""
    x = np.arange(0, length + step, step)
    w = np.full(x.size, step)
    w[0] = step / 2
    y2, z2 = x[:, None] ** 2, x[None, :] ** 2
    cosine = np.cos(k0 * x)
    ia, ib = 1 / radius_a ** 2, 1 / radius_b ** 2
    left = [w * np.cos(q[1] * x) for q in q_list]
    right = [w * np.cos(q[2] * x) for q in q_list]
    total = np.zeros(len(q_list))
    for n, xn in enumerate(x):
        psi = np.exp(-np.sqrt(xn ** 2 * ib + y2 * ia + z2 * ia)) * cosine[n]
        psi += np.exp(-np.sqrt(xn ** 2 * ia + y2 * ib + z2 * ia)) * cosine[:, None]
        psi += np.exp(-np.sqrt(xn ** 2 * ia + y2 * ia + z2 * ib)) * cosine[None, :]
        density = norm2 * 4 / 6 * psi ** 2
        for t, q in enumerate(q_list):
            total[t] += 8 * w[n] * np.cos(q[0] * xn) * (left[t] @ density @ right[t])
    return total


half_along = 2 * np.sqrt(np.sqrt(2) - 1) / radius_b
half_across = 2 * np.sqrt(np.sqrt(2) - 1) / radius_a
q_long = np.array([2 * k0, 0, 0])
q_short = np.array([k0, k0, 0])
q_between = np.array([k0, 0, 0])
shift = np.array([0.02, 0, 0])
q_tests = [np.zeros(3), q_long, q_short, q_between,
           q_long + shift, q_long - shift, q_short + shift, q_short - shift,
           q_long + [half_along, 0, 0], q_long + [0, half_across, 0]]
direct = density_direct(q_tests)
from_pairs = np.array([density_from_pairs(q) for q in q_tests[:4]])
# Tolerance covers grid aliasing and the cut-off tail of the envelope
assert np.max(abs(direct[:4] - from_pairs)) < 5e-5
assert abs(direct[1] - 1 / 6) < 1e-3 and abs(direct[2] - overlap_s / 3) < 1e-3
assert direct[1] > max(direct[4:6]) and direct[2] > max(direct[6:8])
assert np.all(abs(direct[8:10] - 1 / 12) < 1e-3)
assert abs(direct[3]) < 0.01 * direct[1]


# ---- Bloch functions from a local empirical pseudopotential ----
form_factors = {3: -0.21, 8: 0.04, 11: 0.08}     # rydberg, rough typical values
kinetic_unit = rydberg * (2 * np.pi * bohr / lattice) ** 2


def crystal_basis(cutoff):
    vectors = np.array([v for v in product(range(-7, 8), repeat=3)
                        if len({t % 2 for t in v}) == 1
                        and sum(t * t for t in v) <= cutoff])
    diff = vectors[:, None, :] - vectors[None, :, :]
    square = (diff ** 2).sum(axis=2)
    # Origin on an atom; the second atom sits at lattice*(1,1,1)/4
    structure = (1 + np.exp(-0.5j * np.pi * diff.sum(axis=2))) / 2
    potential = sum(np.where(square == s, f * rydberg, 0.0)
                    for s, f in form_factors.items()) * structure
    return vectors, potential


def conduction_state(k, basis):
    vectors, potential = basis
    h = potential + np.diag(kinetic_unit * ((vectors + k) ** 2).sum(axis=1))
    energy, vector = eigh(h, subset_by_index=[4, 4])
    amplitude = vector[:, 0]
    at_donor = amplitude.sum()
    # Equal phase on the donor atom makes the equal-sign sum the A1 state
    return energy[0], amplitude * np.conj(at_donor) / abs(at_donor), abs(at_donor)


def bloch_analysis(cutoff):
    basis = crystal_basis(cutoff)
    vectors = basis[0]
    minimum = minimize_scalar(
        lambda t: conduction_state(np.array([t, 0, 0]), basis)[0],
        bounds=(0.6, 1.0), method="bounded", options={"xatol": 1e-5}).x
    size = 32
    periodic, amplitudes = [], []
    for v in valleys:
        _, amplitude, at_donor = conduction_state(valley_fraction * v, basis)
        assert at_donor > 1e-3
        box = np.zeros((size,) * 3, complex)
        box[tuple(vectors.T)] = amplitude
        periodic.append(np.fft.ifftn(box) * size ** 3)
        amplitudes.append(amplitude)

    def product_weights(l, j):
        return np.fft.fftn(np.conj(periodic[j]) * periodic[l]) / size ** 3

    def largest_copy(weights, q):
        magnitude = abs(weights)
        magnitude[0, 0, 0] = 0
        idx = np.unravel_index(np.argmax(magnitude), magnitude.shape)
        g_vec = np.array([i - size if i >= size // 2 else i for i in idx])
        return magnitude[idx], np.linalg.norm(q + g_vec) * 2 * np.pi / lattice

    opposite = product_weights(0, 1)
    first, second = product_weights(0, 3), product_weights(2, 1)
    # Both pairs that share k_x + k_y give the same function, all copies included
    assert np.max(abs(first - second)) < 1e-8
    # Screw-axis selection rule for the copy at 2 k0 - 2 (2 pi / lattice)
    assert abs(opposite[-2, 0, 0]) < 1e-8
    # Symmetry makes the factor common to each shell and real
    for j in range(6):
        for l in range(6):
            if j != l:
                expected = opposite if j // 2 == l // 2 else first
                value = np.vdot(amplitudes[j], amplitudes[l])
                assert abs(value - expected[0, 0, 0].real) < 1e-8
    main_weight = np.max(abs(amplitudes[0]) ** 2)
    own_weight = abs(amplitudes[0][np.all(vectors == 0, axis=1)][0]) ** 2
    return dict(count=len(vectors), minimum=minimum, own=own_weight,
                main=main_weight, long=opposite[0, 0, 0].real,
                short=first[0, 0, 0].real,
                copy_long=largest_copy(opposite, 2 * valley_fraction
                                       * np.array([1, 0, 0])),
                copy_short=largest_copy(first, valley_fraction
                                        * np.array([1, 1, 0])))


coarse, fine = bloch_analysis(27), bloch_analysis(40)
assert 0.6 < fine["minimum"] < 0.999
for key in ("minimum", "own", "long", "short"):
    assert abs(fine[key] - coarse[key]) < 0.05

contraction = np.sqrt(-energy_envelope / binding_rough)

# ---- Numbers for the text ----
print(f"input lattice constant (rough): {lattice:.2f} angstrom")
print(f"input k0/(2pi/lattice) (rough): {valley_fraction:.2f}")
print(f"input masses m_t, m_l (rough): {mass_t:.2f}, {mass_l:.2f} electron masses")
print(f"input relative permittivity (rough): {permittivity:.1f}")
print(f"ordered pairs, all: {sum(pair_count.values())}")
print(f"ordered pairs with Q=0: {pair_count[(0, 0, 0)]}")
print(f"satellites at 2k0: {len(shell_long)}, pairs each: {pair_count[(2, 0, 0)]}")
print(f"satellites at sqrt2 k0: {len(shell_short)}, pairs each: {pair_count[(1, 1, 0)]}")
print(f"satellites in all, from density FFT: {len(peaks) - 1}")
print(f"equal-envelope weight at 2k0: {peaks[(2, 0, 0)]:.4f}")
print(f"equal-envelope weight at sqrt2 k0: {peaks[(1, 1, 0)]:.4f}")
print(f"sum of all weights (density factor at donor): {sum(peaks.values()):.4f}")
print(f"sqrt2 k0 satellites left in even-x/odd-y mixture: {mixed_short}")
print(f"k0: {k0:.4f} 1/angstrom")
print(f"2k0: {2 * k0:.4f} 1/angstrom")
print(f"sqrt2 k0: {np.sqrt(2) * k0:.4f} 1/angstrom")
print(f"period at 2k0: {np.pi / k0:.3f} angstrom = {np.pi / k0 / 10:.4f} nm")
period_short = np.sqrt(2) * np.pi / k0
print(f"period at sqrt2 k0: {period_short:.3f} angstrom = {period_short / 10:.4f} nm")
print(f"envelope radius a (across axis): {radius_a:.2f} angstrom")
print(f"envelope radius b (along axis): {radius_b:.2f} angstrom")
print(f"envelope energy, formula: {energy_envelope:.5f} eV")
print(f"envelope energy, quadrature: {energy_direct:.5f} eV")
print(f"perpendicular-envelope overlap S: {overlap_s:.4f}")
print(f"S/3: {overlap_s / 3:.4f}")
print(f"n(0), direct integration: {direct[0]:.5f}")
print(f"n at 2k0, direct integration: {direct[1]:.5f}")
print(f"n at sqrt2 k0, direct integration: {direct[2]:.5f}")
print(f"n at (k0,0,0), no satellite: {direct[3]:.6f}")
print(f"largest direct-minus-pair-sum difference: {np.max(abs(direct[:4] - from_pairs)):.1e}")
print(f"2k0 half-width along valley axis: {half_along:.4f} 1/angstrom")
print(f"2k0 half-width across valley axis: {half_across:.4f} 1/angstrom")
print(f"input binding energy (rough): {binding_rough:.3f} eV")
print(f"central-cell radius scale factor: {contraction:.3f}")
print(f"half-width along axis after contraction: {half_along / contraction:.4f} 1/angstrom")
print(f"input valley-orbit splitting (rough): {splitting_rough:.3f} eV")
print(f"thermal satellite factor at 4 K: {thermal_factor(4):.4f}")
print(f"thermal satellite factor at 77 K: {thermal_factor(77):.4f}")
print("pseudopotential form factors (rough), |G|^2=3,8,11: "
      + ", ".join(f"{f * rydberg:.3f}" for f in form_factors.values()) + " eV")
print(f"plane waves, coarse and fine: {coarse['count']}, {fine['count']}")
print(f"band minimum k/(2pi/lattice): {fine['minimum']:.4f}")
print(f"  shift from coarse basis: {fine['minimum'] - coarse['minimum']:+.4f}")
print(f"weight of plane wave exp(i k_j r) in Bloch state: {fine['own']:.4f}")
print(f"  shift from coarse basis: {fine['own'] - coarse['own']:+.4f}")
print(f"largest single plane-wave weight: {fine['main']:.4f}")
print(f"Bloch factor on 2k0 height: {fine['long']:+.4f}")
print(f"  shift from coarse basis: {fine['long'] - coarse['long']:+.4f}")
print(f"Bloch factor on sqrt2 k0 height: {fine['short']:+.4f}")
print(f"  shift from coarse basis: {fine['short'] - coarse['short']:+.4f}")
for label, key in (("2k0", "copy_long"), ("sqrt2 k0", "copy_short")):
    print(f"largest G-copy factor, {label} class: {fine[key][0]:.4f}"
          f" at |Q+G| = {fine[key][1]:.3f} 1/angstrom")
    print(f"  shift from coarse basis: {fine[key][0] - coarse[key][0]:+.4f}")
print("done: every assertion held")
```

It prints:

```
input lattice constant (rough): 5.43 angstrom
input k0/(2pi/lattice) (rough): 0.85
input masses m_t, m_l (rough): 0.19, 0.92 electron masses
input relative permittivity (rough): 11.7
ordered pairs, all: 36
ordered pairs with Q=0: 6
satellites at 2k0: 6, pairs each: 1
satellites at sqrt2 k0: 12, pairs each: 2
satellites in all, from density FFT: 18
equal-envelope weight at 2k0: 0.1667
equal-envelope weight at sqrt2 k0: 0.3333
sum of all weights (density factor at donor): 6.0000
sqrt2 k0 satellites left in even-x/odd-y mixture: 0
k0: 0.9836 1/angstrom
2k0: 1.9671 1/angstrom
sqrt2 k0: 1.3910 1/angstrom
period at 2k0: 3.194 angstrom = 0.3194 nm
period at sqrt2 k0: 4.517 angstrom = 0.4517 nm
envelope radius a (across axis): 24.36 angstrom
envelope radius b (along axis): 13.97 angstrom
envelope energy, formula: -0.02961 eV
envelope energy, quadrature: -0.02961 eV
perpendicular-envelope overlap S: 0.8871
S/3: 0.2957
n(0), direct integration: 1.00015
n at 2k0, direct integration: 0.16673
n at sqrt2 k0, direct integration: 0.29576
n at (k0,0,0), no satellite: 0.000565
largest direct-minus-pair-sum difference: 5.9e-06
2k0 half-width along valley axis: 0.0922 1/angstrom
2k0 half-width across valley axis: 0.0528 1/angstrom
input binding energy (rough): 0.045 eV
central-cell radius scale factor: 0.811
half-width along axis after contraction: 0.1136 1/angstrom
input valley-orbit splitting (rough): 0.012 eV
thermal satellite factor at 4 K: 1.0000
thermal satellite factor at 77 K: 0.4595
pseudopotential form factors (rough), |G|^2=3,8,11: -2.857, 0.544, 1.088 eV
plane waves, coarse and fine: 169, 283
band minimum k/(2pi/lattice): 0.8537
  shift from coarse basis: +0.0000
weight of plane wave exp(i k_j r) in Bloch state: 0.1348
  shift from coarse basis: +0.0000
largest single plane-wave weight: 0.1995
Bloch factor on 2k0 height: -0.1618
  shift from coarse basis: +0.0000
Bloch factor on sqrt2 k0 height: +0.4158
  shift from coarse basis: -0.0000
largest G-copy factor, 2k0 class: 0.3543 at |Q+G| = 1.826 1/angstrom
  shift from coarse basis: +0.0000
largest G-copy factor, sqrt2 k0 class: 0.3254 at |Q+G| = 1.882 1/angstrom
  shift from coarse basis: -0.0001
done: every assertion held
```
